\section*{Fixed-Current Spin-Transfer Torque Between Fully Polarized Magnets}

\section{Fixed current or fixed voltage}

A macrospin simulation of a spin valve needs a torque term, and its author must decide what is held fixed while the magnetization turns: the current or the voltage. For two fully polarized magnets the choice changes the angular law. At fixed current $I$ the torque has magnitude
\begin{equation}
\tau=\frac{\hbar I}{2e}\tan\frac{\theta}{2},
\label{main}
\end{equation}
which grows without limit as the layers approach antiparallel alignment. At fixed voltage the torque of the same device stays finite and vanishes there. This appendix derives both laws in Slonczewski's ballistic picture, explains how the torque can exceed $\hbar/2$ per transmitted electron beyond $90^\circ$, and extends the fixed-current law to incomplete polarization for interfaces that do not reflect majority electrons.

\section{Model and conventions}

Magnets F1 and F2 are separated by a normal spacer. The unit vectors $\mathbf s_1$ and $\mathbf s_2$ are the \emph{spin} directions of their majority electrons, and $\theta$ is the angle between them, $0\le\theta<\pi$. Electrons flow from F1 to F2, along $+x$, at the particle rate $I/e$ with $e>0$ and $I>0$. In the algebra $\hbar=m_e=e=1$, so $I$ is also the particle rate and one electron spin has length $1/2$.

Four assumptions enter. Minority electrons carry no flux through either magnet. The spacer does not relax spin. Inside each magnet the only spin-dependent interaction is exchange along its own axis. The electron flow is steady on the time scale of the magnetization. Majority electrons may be partly reflected; that does not affect Eq.~\eqref{main}.

\section{Torque as a difference of spin fluxes}

In a magnet with axis $\mathbf s$ and exchange splitting $D>0$, the spin-dependent energy is $H_{\rm ex}=-D\,\mathbf s\cdot\mathbf S$, lowest for majority spins. With $[S_b,S_a]=i\epsilon_{bac}S_c$, the Heisenberg equation gives
\begin{equation}
\dot S_a=i[H_{\rm ex},S_a]=-iD\,s_b\,(i\epsilon_{bac}S_c)
=D\,\epsilon_{acb}S_cs_b=D(\mathbf S\times\mathbf s)_a .
\end{equation}
Let $\mathbf S(x)$ now be the spin density integrated over the cross-section, and $\mathbf Q(x)$ the spin flux along $+x$. Including transport,
\begin{equation}
\partial_t\mathbf S+\partial_x\mathbf Q=D\,\mathbf S\times\mathbf s .
\label{cont}
\end{equation}
Exchange conserves the total angular momentum of electrons and magnet, so the magnet receives the opposite torque, $D\,\mathbf s\times\mathbf S$ per unit length. In the steady state, integration of Eq.~\eqref{cont} through the magnet gives
\begin{equation}
\mathbf T=D\,\mathbf s\times\!\int\!\mathbf S\,dx
=\mathbf Q_{\rm in}-\mathbf Q_{\rm out}.
\label{balance}
\end{equation}

\section{The fixed-current law}

Deep inside each magnet the minority wave has decayed. Every unit of net particle flux then carries spin $1/2$ along the local axis:
\begin{equation}
\mathbf Q_1=\tfrac I2\mathbf s_1,\qquad \mathbf Q_2=\tfrac I2\mathbf s_2 .
\end{equation}
In the spacer the flux has a uniform value $\mathbf Q$, because nothing there changes spin. The dot product of Eq.~\eqref{cont} with $\mathbf s$ has zero on the right, so the flux component along a magnet's axis is unchanged from its interior to the spacer. Applied to both magnets,
\begin{equation}
\mathbf Q\cdot\mathbf s_1=\tfrac I2,\qquad \mathbf Q\cdot\mathbf s_2=\tfrac I2 .
\label{two}
\end{equation}
Write $\mathbf Q=\alpha\mathbf s_1+\beta'\mathbf s_2+Q_n\mathbf n$, with $\mathbf n$ normal to both axes. Equation~\eqref{two} becomes
\begin{equation}
\alpha+\beta'\cos\theta=\tfrac I2,\qquad
\alpha\cos\theta+\beta'=\tfrac I2 .
\end{equation}
Subtraction gives $(\alpha-\beta')(1-\cos\theta)=0$, hence $\alpha=\beta'$ for $\theta\neq0$. Either equation then gives $\alpha=(I/2)/(1+\cos\theta)$, and the in-plane flux is
\begin{equation}
\mathbf Q_\parallel=\frac I2\,\frac{\mathbf s_1+\mathbf s_2}{1+\cos\theta}.
\label{Q}
\end{equation}
For F2 the incoming flux is $\mathbf Q$ and the outgoing flux is $\mathbf Q_2$. The in-plane torque is therefore
\begin{align}
\mathbf T_2&=\frac I2\left[\frac{\mathbf s_1+\mathbf s_2}{1+\cos\theta}-\mathbf s_2\right]
=\frac I2\,\frac{\mathbf s_1-\cos\theta\,\mathbf s_2}{1+\cos\theta}.
\label{T2}
\end{align}
The numerator is the part of $\mathbf s_1$ normal to $\mathbf s_2$ and has length $\sin\theta$. Since $\sin\theta=2\sin\frac\theta2\cos\frac\theta2$ and $1+\cos\theta=2\cos^2\frac\theta2$, the magnitude is $(I/2)\tan(\theta/2)$. Restoring $\hbar$ and $e$ gives Eq.~\eqref{main}. The torque turns $\mathbf s_2$ towards $\mathbf s_1$. For F1,
\begin{equation}
\mathbf T_1=\mathbf Q_1-\mathbf Q_\parallel
=\frac I2\,\frac{\cos\theta\,\mathbf s_1-\mathbf s_2}{1+\cos\theta},
\end{equation}
which has the same magnitude and turns $\mathbf s_1$ away from $\mathbf s_2$. Both layers are thus driven to rotate in the same sense.

The conservation laws leave $Q_n$ open. It gives an out-of-plane torque, treated in the next section. They also hold with spin-conserving scattering in the spacer, which changes the voltage needed for a given $I$ but not the in-plane torque.

This was tested by solving the spinor Schr\"odinger equation for a wave incident from F1 and integrating $D\,\mathbf s\times\mathbf S$ over each magnet, the middle form of Eq.~\eqref{balance}. Five angles from $25^\circ$ to $155^\circ$ were combined with three parameter sets, two of which had majority reflection and a spin-independent scatterer in the spacer. The in-plane torque per transmitted electron, on both magnets, agreed with $\frac12\tan(\theta/2)$ to a largest relative error of $3\times10^{-13}$.

At each energy, waves incident from the two sides carry opposite particle fluxes of equal size, by unitarity. Their in-plane torques cancel when both are occupied. Equilibrium states below the bias window therefore add no in-plane torque, though they can add an out-of-plane exchange coupling between the layers.

\section{Counting electrons between the magnets}

The explanation of the large torque needs the individual encounters. Take ideal interfaces: majority electrons pass fully and minority electrons are fully reflected. Set $a=\cos(\theta/2)$, $b=\sin(\theta/2)$ and $c=a^2$, and choose spinor phases so that
\begin{equation}
|\mathbf s_1\rangle=a|\mathbf s_2\rangle+b|{-\mathbf s_2}\rangle,\qquad
|{-\mathbf s_1}\rangle=-b|\mathbf s_2\rangle+a|{-\mathbf s_2}\rangle .
\end{equation}
An electron injected by F1 has spin $\mathbf s_1$. F2 reflects its $-\mathbf s_2$ part; F1 then reflects the $-\mathbf s_1$ part of that. The total wave arriving at F2 is $|\mathbf s_1\rangle+\beta|{-\mathbf s_1}\rangle$. If $z=e^{i\varphi}$ is the phase factor of a round trip, then
\begin{equation}
\beta=za(b+a\beta)
\quad\Rightarrow\quad
\beta=\frac{zab}{1-za^2}=zab\sum_{n=0}^{\infty}(za^2)^n .
\end{equation}
Many transverse modes have different round-trip phases, so average over uniform $\varphi$. Every term of $\beta$ contains a positive power of $z$, hence $\langle\beta\rangle=0$. The weight of later arrivals is
\begin{equation}
k=\langle|\beta|^2\rangle=\frac{a^2b^2}{1-a^4}
=\frac{c(1-c)}{(1-c)(1+c)}=\frac{c}{1+c}.
\end{equation}
The amplitude transmitted into F2 is $a-b\beta$, so the mean transmission is
\begin{equation}
\mathcal T=a^2+b^2k=c+\frac{(1-c)c}{1+c}=\frac{2c}{1+c}.
\label{trans}
\end{equation}
The mean spin arriving at F2 is $\frac12(1-k)\mathbf s_1$, because the interference terms are linear in $\beta$ or $\beta^*$ and average to zero. What leaves F2, on either side, is polarized along $\pm\mathbf s_2$ and has no transverse spin. The torque per injected electron is thus
\begin{equation}
\tau_{\rm inj}=\tfrac12(1-k)\sin\theta=\frac{\sin\theta}{2(1+c)} ,
\label{inj}
\end{equation}
with no out-of-plane part. Dividing by $\mathcal T$ recovers the fixed-current law:
\begin{equation}
\frac{\tau_{\rm inj}}{\mathcal T}
=\frac{\sin\theta}{2(1+c)}\,\frac{1+c}{2c}
=\frac{2ab}{4a^2}=\frac12\tan\frac\theta2 .
\end{equation}

In the wave calculation, an average over 96 spacer lengths spanning one phase period reproduced the transmission and torque of an explicit bounce sum within $10^{-8}$ at $60^\circ$, $90^\circ$, $120^\circ$ and $150^\circ$. The mean out-of-plane torque was below $10^{-8}\hbar$ per injected electron, while its single-phase value, $\hbar\,\mathrm{Im}\,\beta$ in magnitude, reaches $\hbar a/[b(1+c)]$. That is $0.99\hbar$ at $60^\circ$, four times the mean in-plane torque, and $0.25\hbar$ at $150^\circ$. A single-mode device can therefore have an out-of-plane torque that this average omits.

\section{Why the torque can exceed $\hbar/2$ per transmitted electron}

The current counts electrons that get through. The torque also receives contributions from electrons that reach F2, are reflected and finally return to F1. For each transmitted electron, $1/\mathcal T$ electrons are injected. Their first encounters with F2 deliver $\sin\theta/\mathcal T$ in units of $\hbar/2$. Later arrivals have the opposite spin, $-\mathbf s_1$, and deliver $-k\sin\theta/\mathcal T$. Since $k/\mathcal T=1/2$, the net is
\begin{equation}
\frac{\tau_{\rm inj}/\mathcal T}{1/2}
=\sin\theta\left(\frac1{\mathcal T}-\frac12\right)=\tan\frac\theta2 .
\label{ledger}
\end{equation}
The bounce sum gives these values, all torques in units of $\hbar/2$:
\begin{center}
\begin{tabular}{rrrrrr}
$\theta$ & $\mathcal T$ & first & later & net & per injected\\
\hline
$60^\circ$ & 0.857 & 1.010 & $-0.433$ & 0.577 & 0.495\\
$90^\circ$ & 0.667 & 1.500 & $-0.500$ & 1.000 & 0.667\\
$120^\circ$ & 0.400 & 2.165 & $-0.433$ & 1.732 & 0.693\\
$150^\circ$ & 0.126 & 3.982 & $-0.250$ & 3.732 & 0.469
\end{tabular}
\end{center}
The columns ``first'', ``later'' and ``net'' are per transmitted electron. At $120^\circ$, $1/0.400=2.5$ electrons are injected for each one transmitted, so 1.5 return to F1. The net torque passes $\hbar/2$ at $90^\circ$ because $\tan(\theta/2)$ passes one there.

Angular momentum is conserved throughout. A returning electron entered the spacer with spin $\mathbf s_1$ and re-enters F1 with spin $\mathbf s_1$. It gives the pair of magnets no net spin, but it transfers angular momentum from one to the other. The sum of the two torques comes from transmitted electrons alone:
\begin{equation}
\mathbf T_1+\mathbf T_2=\mathbf Q_1-\mathbf Q_2=\tfrac I2(\mathbf s_1-\mathbf s_2).
\end{equation}
This sum is at most $\hbar$ per transmitted electron, whereas the equal and opposite exchange between the magnets has no such limit.

For ideal interfaces and after the phase average, the torque per injected electron stays below $\hbar/2$. With $1+c=(3+\cos\theta)/2$, Eq.~\eqref{inj} reads $\tau_{\rm inj}=\sin\theta/(3+\cos\theta)$. Its derivative vanishes when
\begin{equation}
\cos\theta(3+\cos\theta)+\sin^2\theta=3\cos\theta+1=0 .
\end{equation}
Thus $\cos\theta=-1/3$, $\theta=109.5^\circ$ and $\sin\theta=2\sqrt2/3$. The maximum is $\sqrt2/4$, or $0.707$ of $\hbar/2$. This bound does not hold for a single phase. There $a-b\beta=a(1-z)/(1-zc)$, so $z=-1$ gives a transmission $4c/(1+c)^2=0.64$ at $120^\circ$ and a torque of $0.64\times1.732=1.11$ of $\hbar/2$ per injected electron. Majority reflection allows resonances with larger values still.

\section{Fixed voltage}

For small bias $V$ and $N$ transverse modes per spin, F1 injects one spin species and
\begin{equation}
I=G_0\mathcal T V,\qquad G_0=\frac{e^2}{h}N .
\label{landauer}
\end{equation}
Insertion in Eq.~\eqref{main}, with $\mathcal T\tan(\theta/2)=2ab/(1+c)$, gives
\begin{equation}
\tau_V=\frac{\hbar G_0V}{2e}\,\frac{\sin\theta}{1+c}
=\frac{\hbar G_0V}{2e}\,\frac{2\sin\theta}{3+\cos\theta}.
\label{fixedV}
\end{equation}
Near antiparallel alignment let $\varepsilon=\pi-\theta\ll1$. Then $c\simeq\varepsilon^2/4$ and $\mathcal T\simeq\varepsilon^2/2$. At fixed voltage the torque falls as $\varepsilon$. At fixed current it rises as $2/\varepsilon$, and the required voltage rises as $V\simeq2I/(G_0\varepsilon^2)$. The divergence in Eq.~\eqref{main} thus presumes a source able to supply that voltage. Unlike Eq.~\eqref{main}, Eq.~\eqref{fixedV} relies on ideal majority transmission, a ballistic spacer and the average over round-trip phases.

\section{Incomplete polarization}

Let each interface pass a minority electron with probability $t$ and majority electrons fully, and put $q=1-t$. Any transverse spin entering F2 is taken to be absorbed there. Per majority electron injected, F1 now also injects $t$ electrons of spin $-\mathbf s_1$. Let $k$ be the total weight arriving at F2 with spin $-\mathbf s_1$, and $m$ the weight reflected by F2 with spin $-\mathbf s_2$. After phase averaging,
\begin{equation}
m=q[(1-c)+ck],\qquad k=1-q+qcm .
\end{equation}
Substituting $m$ into $k$ gives $k(1-q^2c^2)=1-q+q^2c-q^2c^2$, so
\begin{equation}
1-k=\frac{q-q^2c}{1-q^2c^2}=\frac{q(1-qc)}{(1-qc)(1+qc)}=\frac q{1+qc}.
\end{equation}
Then $m=q[1-c(1-k)]=q/(1+qc)=1-k$. The net particle flux is $1+k-m=2k$, where $k=(1-q+qc)/(1+qc)$. The torque is $\frac12(1-k)\sin\theta$, so per transmitted electron, in units of $\hbar/2$,
\begin{equation}
\eta=\frac{(1-k)\sin\theta}{2k}
=\frac{q\sin\theta}{2-2q+2qc}
=\frac{q\sin\theta}{2-q+q\cos\theta},
\end{equation}
where $2c=1+\cos\theta$ was used. With $P=(1-t)/(1+t)=q/(2-q)$,
\begin{equation}
\eta=\frac{P\sin\theta}{1+P\cos\theta}.
\label{eta}
\end{equation}
For $P\to1$ this is $\tan(\theta/2)$; for small $P$ it is $P\sin\theta$. The stationary condition $\cos\theta(1+P\cos\theta)+P\sin^2\theta=\cos\theta+P=0$ puts the peak at $\cos\theta=-P$, with height $P/\sqrt{1-P^2}$. In this leakage model the torque can exceed $\hbar/2$ per transmitted electron when $P>1/\sqrt2$. Majority reflection would require a further parameter.

\section{A nanopillar example}

Consider an all-metal spin-valve pillar of diameter 60~nm with a 3~nm free layer and a 5~nm spacer, carrying 0.5~mA at 300~K. These are round values. The free-layer magnetization $M_s$ is 800~kA/m and the spacer Fermi wave number is $k_F=12\ \mathrm{nm^{-1}}$. The torque scale is $\hbar I/2e=1.027$~eV, so at $120^\circ$
\begin{equation}
\tau=1.027\ \mathrm{eV}\times1.732=1.779\ \mathrm{eV}
=2.85\times10^{-19}\ \mathrm J .
\end{equation}
The free layer, of volume $\Omega$, has angular momentum $M_s\Omega/\gamma$, with $\gamma$ the electron gyromagnetic ratio. If this torque acts alone, the initial turning rate is $\gamma\tau/(M_s\Omega)=7.4$~rad/ns.

For pillar area $A$, $N=Ak_F^2/4\pi=3.24\times10^4$ and $G_0=1.255$~S. At $120^\circ$ the voltage is
\begin{equation}
V=\frac{0.5\ \mathrm{mA}}{1.255\ \mathrm S\times0.400}=0.996\ \mathrm{mV}.
\end{equation}
At the same current it is 0.465~mV at $60^\circ$ and 3.17~mV at $150^\circ$. These values use the uniform phase average. For smooth interfaces and a spacer near 5~nm, the actual sum over modes oscillates with thickness, which moves the $120^\circ$ voltage by about $\pm1\%$ and leaves an out-of-plane torque of up to about 2\% of the in-plane one. The last value corresponds to $6.3\ \Omega$, so a source with a much larger series resistance would hold the current nearly fixed up to that angle.

The demagnetizing field and the stray field of F1 can produce torques larger than any listed below, and must enter a macrospin simulation as separate terms. Some other neglected effects at $120^\circ$ have the following sizes, relative to the ideal torque at the same current:
\begin{itemize}
\item With full majority transmission, a minority leakage $t=0.05$ ($P=0.905$) lowers the factor from 1.732 to 1.431, by 17\%. The peak becomes 2.12 at $155^\circ$.
\item Spin loss over an assumed path of 200~nm lowers the torque by 9\%. The flux-weighted mean path across the spacer is twice its thickness, so a crossing retains about $e^{-10/200}=0.95$ of the polarization (0.953 when the exponential is averaged over directions).
\item The Oersted field at the pillar edge is 3.3~mT. Applied to the whole free-layer moment, it gives an upper bound of 0.14~eV, or 8\% of the spin torque.
\item For a minority band edge 0.3~eV above the Fermi level, the thermal Boltzmann factor is $9\times10^{-6}$. Tunnelling through the free layer, treated as a symmetric rectangular barrier with the free-electron mass, is below $2\times10^{-7}$. Both are far smaller than the assumed leakage. The tunnelling bound depends strongly on the minority mass: it rises to $4\times10^{-4}$ for $0.3m_e$ and $2\times10^{-2}$ for $0.1m_e$.
\end{itemize}
In the ideal model the required voltage would reach the 0.3~eV edge at $177^\circ$, where linear response and full polarization can no longer be assumed. With 5\% leakage the torque has already passed its peak.

The dimensions and the current density, $1.8\times10^7\ \mathrm{A/cm^2}$, are of the order used in metallic spin-torque pillars. The polarization is far from typical: common transition-metal ferromagnets are well below full polarization. For an illustrative $P=0.4$, Eq.~\eqref{eta} gives $0.4\times0.866/(1-0.2)=0.43$ at $120^\circ$, a quarter of the ideal factor. Majority reflection, which Eq.~\eqref{eta} omits, can shift this value considerably in either direction. Equation~\eqref{main} is therefore a limit for nearly half-metallic electrodes, and real pillars also have magnet and contact resistances absent from the voltages above.

\section{Implementation}

The identity $\mathbf s_2\times(\mathbf s_1\times\mathbf s_2)=\mathbf s_1-(\mathbf s_1\cdot\mathbf s_2)\mathbf s_2$ turns Eq.~\eqref{T2} into a vector form. With $u=\mathbf s_1\cdot\mathbf s_2$ and leakage included,
\begin{equation}
\mathbf T_2=\frac{\hbar I}{2e}\,\frac{P}{1+Pu}\,
\mathbf s_2\times(\mathbf s_1\times\mathbf s_2).
\label{code}
\end{equation}
For $P<1$ this form assumes full majority transmission, and its denominator stays positive at $u=-1$. Reversing the electron flow reverses the particle flux and the in-plane spin flux, so $I$ changes sign; the single-phase out-of-plane flux, omitted here, need not reverse.

The magnetization direction is $\mathbf m_i=-\mathbf s_i$, because the electron moment opposes its spin. From $\dot{\mathbf s}_2=\gamma\mathbf T_2/(M_s\Omega)$, the replacement changes the sign of the left side and of the triple product, while $u$ is unchanged. Hence
\begin{equation}
\dot{\mathbf m}_2\big|_{\rm STT}=\frac{\gamma\hbar I}{2eM_s\Omega}\,
\frac{P}{1+P\,\mathbf m_1\cdot\mathbf m_2}\,
\mathbf m_2\times(\mathbf m_1\times\mathbf m_2).
\end{equation}
For a voltage-driven ideal device, recompute the current at every time step from $I=2G_0V(1+u)/(3+u)$, which is Eq.~\eqref{landauer} with $c=(1+u)/2$, and set $P=1$. The factor $1+u$ then cancels analytically; coding the cancelled form, Eq.~\eqref{fixedV}, avoids a zero divided by zero at antiparallel alignment. The numerical output below lists the device values used in the nanopillar example.

\section*{Numbers as computed}
\begin{verbatim}
Wave torque test, largest relative error: 3.2e-13
Ledger: torque in hbar/2; first, later, net are per transmitted
angle(deg) transmission first later per-injected net
  60    0.8571    1.0104   -0.4330    0.4949    0.5774
  90    0.6667    1.5000   -0.5000    0.6667    1.0000
 120    0.4000    2.1651   -0.4330    0.6928    1.7321
 150    0.1256    3.9821   -0.2500    0.4686    3.7321
Largest torque per injected electron: 0.7071 hbar/2
Angle of that maximum: 109.47 deg
Pillar diameter: 60 nm
Free-layer thickness: 3 nm
Spacer thickness: 5 nm
Current: 0.50 mA
Current density: 1.768e+07 A/cm2
Temperature: 300 K
Free-layer magnetization: 800 kA/m
Spacer Fermi wave number: 12 1/nm
Modes per spin, formula: 32400
Modes per spin, direct count: 32417
One-spin ballistic conductance: 1.2552 S
Torque scale hbar I/(2e): 1.0271 eV
Example angle: 120 deg
Torque at example angle: 1.7789 eV
Same torque: 2.850e-19 J
Initial turning rate: 7.40 rad/ns
Voltage at 60 deg: 0.465 mV
Voltage at 90 deg: 0.598 mV
Voltage at 120 deg: 0.996 mV
Voltage at 150 deg: 3.172 mV
Minority leakage assumed: 0.05
Polarization P from leakage: 0.9048
Torque factor with leakage: 1.4308
Torque change from leakage: -17.4 %
Peak factor with leakage: 2.124
Angle of leakage peak: 154.8 deg
Spin-loss path length assumed: 200 nm
Spin survival per crossing: 0.9512
Torque change from spin loss: -9.3 %
Minority gap edge above Fermi level: 0.30 eV
Thermal minority Boltzmann factor: 9.12e-06
Tunnelling bound, rectangular barrier: 1.95e-07
Oersted field at pillar edge: 3.33 mT
Oersted torque upper bound: 0.1412 eV
Oersted bound / spin torque: 7.9 %
Angle where voltage reaches gap edge: 177.05 deg
\end{verbatim}
